# Thermal Stress in a Hafnia Film Cooled on Silicon

## The problem

A hafnia film for a memory capacitor is bonded to a thick silicon wafer. The pair is free of stress at a high temperature and is then cooled by 600 K. The linear expansion coefficients are $\alpha_f=6.0\times10^{-6}\ \mathrm{K^{-1}}$ for the film and $\alpha_s=2.6\times10^{-6}\ \mathrm{K^{-1}}$ for silicon. The biaxial modulus of the film is $M=300$ GPa. Find the stress in the film after cooling, with its sign. If Poisson's ratio of the film is needed, take $\nu=0.3$.

The film is assumed to be elastic and isotropic, that is, to respond equally in all directions, and it neither slips nor cracks. The wafer is free to contract. Tensile stress and elongation are counted as positive, and $D=600$ K denotes the temperature drop, a positive number.

## A tempting solution

Left to itself, the film would shrink by the fraction $\alpha_f D=0.360\,\%$ and the silicon by $\alpha_s D=0.156\,\%$. The wafer is thick and dictates the length, so the film is stretched by the difference,

$$\varepsilon=0.360\,\%-0.156\,\%=0.204\,\%.$$

Hooke's law says that stress is Young's modulus $E$ times strain. The problem gives the biaxial modulus instead, which is defined as $M=E/(1-\nu)$, so Young's modulus must first be recovered:

$$E=(1-\nu)M=0.7\times300\ \mathrm{GPa}=210\ \mathrm{GPa}.$$

The stress is then

$$\sigma=E\varepsilon=210\ \mathrm{GPa}\times0.00204=428\ \mathrm{MPa}.$$

## Where it fails

The strain is right. The fault is in the sentence "stress is Young's modulus times strain". That relation describes a bar pulled along one direction while its sides are free. Such a bar becomes narrower as it is stretched. The film cannot do so, because the wafer holds it in both in-plane directions.

The contradiction can be made explicit. Let $x$ and $y$ lie in the film plane and $z$ point out of it. Suppose that the stress is 428 MPa along $x$.

- If there is no stress along $y$, the elastic strain along $y$ is $-\nu\varepsilon=-0.3\times0.204\,\%=-0.061\,\%$. The bonded film needs $+0.204\,\%$ there, so it would not fit the wafer.
- If the stress along $y$ is also 428 MPa, the strain along $x$ is reduced by the sideways pull to $(1-\nu)\sigma/E=0.7\times0.204\,\%=0.143\,\%$. The film would now be too short in both directions.

A larger stress is therefore needed.

## The right solution

**The strain.** Let $L$ be a length common to film and wafer while hot. After cooling, the detached film would have the length $L(1-\alpha_fD)$, and the wafer has the length $L(1-\alpha_sD)$. The elastic strain of the film is measured from its own free length at the low temperature, since that is the state in which it carries no stress:

$$\varepsilon=\frac{L(1-\alpha_sD)-L(1-\alpha_fD)}{L(1-\alpha_fD)}
=\frac{(\alpha_f-\alpha_s)D}{1-\alpha_fD}.$$

The denominator differs from 1 by 0.36 %. Replacing it by 1 gives the small-strain result

$$\varepsilon=(\alpha_f-\alpha_s)D=(6.0-2.6)\times10^{-6}\ \mathrm{K^{-1}}\times600\ \mathrm{K}=2.04\times10^{-3}.$$

With the denominator kept, the strain is 0.2047 % instead of 0.204 %. This last digit depends on referring the expansion coefficients to the hot length; referred to the cold length they give 0.2037 %. Keeping this refinement in the stress would not be consistent, because linear elasticity itself neglects terms of the same relative order.

**The stress.** In an isotropic material each normal strain is produced by the stress along its own direction and reduced by the stresses along the other two:

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}{E}.$$

Nothing pushes or pulls on the top surface, so $\sigma_{zz}=0$ there, and in a flat, uniform thin film it is zero throughout the thickness, except within a few film thicknesses of an edge. The two in-plane directions are equivalent, so $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$. Therefore

$$\varepsilon=\frac{\sigma-\nu\sigma}{E}=\frac{1-\nu}{E}\,\sigma
\quad\Longrightarrow\quad
\sigma=\frac{E}{1-\nu}\,\varepsilon=M\varepsilon.$$

The given modulus is the one required, and Poisson's ratio is not needed separately. The result is

$$\boxed{\sigma=M(\alpha_f-\alpha_s)D}$$

$$\sigma=300\ \mathrm{GPa}\times2.04\times10^{-3}=612\ \mathrm{MPa}.$$

The stress is tensile: the film wants to be shorter than the wafer allows. A film with $\alpha_f<\alpha_s$ would end in compression. The tempting answer was too small by the factor $1-\nu=0.7$.

As a test, the full three-dimensional Hooke's law was solved numerically with prescribed in-plane strains and a free top surface. It gives the same 612 MPa in both in-plane directions.

**How far to trust the digits.** If the expansion coefficients are rounded to the last digit shown, each may be off by $0.05\times10^{-6}\ \mathrm{K^{-1}}$. Their difference may then be off by $0.1$ in $3.4$, or about 3 %, which is 18 MPa. This is larger than the 0.36 % from the small-strain step. For the given modulus and constant expansion coefficients, a sensible statement of the answer is 0.61 GPa.

## What happens to the thickness

The film is free to move along $z$, and the two in-plane stresses make it thinner:

$$\varepsilon_{zz}=\frac{0-\nu\sigma-\nu\sigma}{E}=-\frac{2\nu}{E}\,\frac{E}{1-\nu}\,\varepsilon=-\frac{2\nu}{1-\nu}\,\varepsilon.$$

For $\nu=0.3$ this is $-0.857\times0.204\,\%=-0.175\,\%$. The ordinary thermal contraction of $-0.360\,\%$ is added to it, so the thickness changes by $-0.535\,\%$ in total. In the plane the film shrinks by 0.156 %, as the silicon does. The bonded film thus contracts less than a free film in its plane and more than a free film across it.

## When Young's modulus is the right choice

Consider a long, narrow ribbon of the same film, detached from the wafer along its length but anchored to it at both ends. The anchors still impose the strain $\varepsilon$ along the ribbon. Its sides are now free, so $\sigma_{yy}=0$ as well as $\sigma_{zz}=0$, and Hooke's law reduces to $\varepsilon=\sigma_{xx}/E$. The stress is then $E\varepsilon=428$ MPa. The tempting solution is the correct answer to this different question. The modulus follows from which sides are held, and not from the material alone.

## Is the wafer thick enough?

So far the wafer has been treated as unaffected by the film. In fact the film pulls on it, and the size of the effect can be found from the balance of forces and moments. Let $h_f$ and $h_s$ be the thicknesses of film and wafer, with $h_f\ll h_s$, and let $M_s$ be the biaxial modulus of the wafer. The film carries the tensile force per unit width $F=\sigma h_f$.

Measure $z$ from the middle plane of the wafer, with the film at $z=h_s/2$. Relative to its free cooled state, the wafer may be strained uniformly and may bend, so its elastic strain is $e+kz$ and its stress is $M_s(e+kz)$. No outside force acts on the pair, so the total force vanishes:

$$\int_{-h_s/2}^{h_s/2}M_s(e+kz)\,dz+F=M_sh_se+F=0
\quad\Longrightarrow\quad e=-\frac{F}{M_sh_s}.$$

The total moment about the middle plane vanishes too. The term with $e$ integrates to zero by symmetry, and $\int z^2dz=h_s^3/12$:

$$\frac{M_sh_s^3}{12}\,k+F\,\frac{h_s}{2}=0
\quad\Longrightarrow\quad k=-\frac{6F}{M_sh_s^2}=-\frac{6\sigma h_f}{M_sh_s^2}.$$

The last expression is Stoney's formula for the curvature. Its negative sign means that the top is shortened more than the bottom, so the film lies on the concave side.

The wafer strain directly under the film is

$$e+k\frac{h_s}{2}=-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-\frac{4F}{M_sh_s}.$$

One part comes from uniform compression and three parts from bending. The film follows this surface, so its strain is lowered by the same amount. With $F=M\varepsilon h_f$ to leading order, the relative loss of film stress is

$$\frac{4F}{M_sh_s\,\varepsilon}=\frac{4Mh_f}{M_sh_s}.$$

Take round model values: $h_f=10$ nm, $h_s=500$ µm and $M_s=180$ GPa, the value for a (100) silicon wafer; a (111) wafer has about 229 GPa. The thickness ratio is $2\times10^{-5}$, and the loss is

$$4\times\frac{300}{180}\times2\times10^{-5}=1.33\times10^{-4}=0.0133\,\%.$$

The thick-wafer answer therefore stands. The wafer stress just below the film is $-4F/h_s=-4\times612\ \mathrm{MPa}\times2\times10^{-5}=-0.049$ MPa, a very small compression. The curvature has the magnitude $8.16\times10^{-4}\ \mathrm{m^{-1}}$, a radius of about 1.2 km.

These three results were tested by numerically minimizing the elastic energy of the whole two-layer plate, without assuming that the film is thin. The minimum gives a film stress of 611.92 MPa and agrees with the formulas for the loss, the wafer stress and the curvature.

If the wafer is held flat while it remains free to contract in its plane, then $k=0$ and the bending part disappears. The loss is then $Mh_f/(M_sh_s)$, a quarter of the value for the free wafer.

The simple answer fails when the film is not thin. For $h_f/h_s=0.1$ the energy minimum gives a mean film stress of 346 MPa, which is about 43.5 % below 612 MPa. The leading-order loss formula would give 67 % and is itself outside its range there. The value 346 MPa also assumes equal curvature in both directions and a deflection small against $h_s$, which at this thickness ratio holds only for a small piece, of radius up to a few tens of wafer thicknesses. A disc of radius $100\,h_s$ bends instead into a nearly cylindrical shape, with roughly 0.36 GPa along the curved direction and 0.46 GPa along the straight one. For the 10 nm film the small-deflection assumption is well satisfied.

## What the result does not include

The calculation assumed a stress-free film at the start of cooling. If the film already carries stress from its growth or crystallization, 612 MPa is the change during cooling, and the earlier stress must be added. A change of crystal phase on the way down alters the free length of the film and adds a further misfit strain. This matters for hafnia, whose ferroelectric phase is one of several that can form.

If the expansion coefficients vary with temperature, the small misfits of successive temperature steps add up, and $(\alpha_f-\alpha_s)D$ is replaced by the integral of $\alpha_f-\alpha_s$ over the interval. For real silicon this correction is large. The value $2.6\times10^{-6}\ \mathrm{K^{-1}}$ holds near room temperature, while the mean between 300 K and 900 K is about $3.7\times10^{-6}\ \mathrm{K^{-1}}$. With the film data unchanged, cooling over that interval would give roughly 0.4 GPa instead of 0.61 GPa.

A capacitor also has electrodes. As long as the whole stack is thin compared with the wafer and stays bonded, the silicon sets the in-plane length of every layer. To leading order, an electrode between the hafnia and the silicon then leaves the hafnia stress unchanged. Near the edge of a patterned film this argument breaks down, because the side face is free and the in-plane stress normal to it must fall to zero there. This stress recovers much more slowly than $\sigma_{zz}$ dies out: for the moduli used here it is about 75 % of 612 MPa at five film thicknesses from a free edge, about 87 % at ten and about 96 % at forty. For a patterned film only some tens of thicknesses wide, the boxed formula therefore overestimates the stress normal to the edges.

The values used here are listed in the numerical output below.

## Table of computed values

```
Film expansion coefficient: 6.0 per million per K
Substrate expansion coefficient: 2.6 per million per K
Temperature drop: 600 K
Film biaxial modulus: 300 GPa
Free film contraction: 0.360 %
Free substrate contraction: 0.156 %
Elastic in-plane film strain: 0.204 %
Film stress (tensile positive): 612.0 MPa
Film stress from 3D Hooke's law: 612.0 MPa
Model Poisson ratio of film: 0.3 (no unit)
Young's modulus implied: 210 GPa
Wrong stress if Young's modulus is used: 428.4 MPa
Elastic out-of-plane film strain: -0.175 %
Total out-of-plane film strain: -0.535 %
Misfit strain from length ratio: 0.2047 %
Relative excess over small-strain value: 0.36 %
Model film thickness: 10 nm
Model substrate thickness: 500 micrometre
Model substrate biaxial modulus: 180 GPa
Film stress from two-layer plate: 611.92 MPa
Stress reduction, plate: 0.0133 %
Stress reduction, formula: 0.0133 %
Substrate stress below film: -0.0490 MPa
Curvature magnitude, plate: 8.159e-04 per metre
Curvature magnitude, Stoney: 8.160e-04 per metre
Radius of curvature, plate: 1226 m
Film stress at thickness ratio 0.1: 346 MPa
```
